Dispersion Attraction of an Atom to Half-Spaces, Slabs and Clusters

Before a precursor molecule reacts with a surface in atomic layer deposition or etching, it may be held there by weak attraction alone. A slab or cluster calculation whose method describes dispersion includes that attraction only from a finite piece of the solid. This problem finds the attraction of a semi-infinite solid, then what a finite model omits and what is lost when atoms are replaced by a continuum.

The adsorbate is a single atom. It attracts each atom of the solid with the pair energy

v(r) = −C₆/r⁶, C₆ > 0,

where r is the separation and the energy is zero at infinite separation. The pair energies are assumed to add, without damping at short range or retardation at long range, and the solid is rigid. In the continuum model the solid has uniform number density n and a flat edge, and the adsorbate is at height z > 0 above that edge.

The numerical example uses round model parameters: C₆ = 60 eV Å⁶ and a simple cubic solid with lattice constant d = 2 Å, hence n = 1/d³ = 0.125 Å⁻³. The adsorbate is h = 4 Å above the plane of the top nuclei. The continuum edge is placed d/2 above that plane, so z = h − d/2 = 3 Å; part (e) justifies this placement.

**(a) What is the attraction to one uniform plane of areal density σ at distance s?**

A ring of radius ρ and width dρ, centred below the adsorbate, contains 2πσρ dρ atoms, all at the distance r = √(ρ² + s²). Therefore

E_plane(s) = −σC₆ ∫₀^∞ 2πρ dρ/(ρ² + s²)³.

Put u = ρ² + s², so that du = 2ρ dρ and the lower limit becomes s²:

∫₀^∞ 2πρ dρ/(ρ² + s²)³ = π ∫_{s²}^∞ u⁻³ du = π/(2s⁴).

The result is

E_plane(s) = −πσC₆/(2s⁴).

Two powers of distance have been lost relative to the pair law, because the number of atoms that contribute appreciably grows as the area s².

**(b) What is the attraction to the whole half-space?**

A layer between depths s and s + ds, measured from the adsorbate, has areal density n ds. Adding the layers from the edge downwards gives

E(z) = −(πnC₆/2) ∫_z^∞ s⁻⁴ ds
= −(πnC₆/2) · 1/(3z³).

Hence

E(z) = −C₃/z³, C₃ = πnC₆/6.

The force along the outward normal is −dE/dz = −3C₃/z⁴. It is negative, so it points towards the solid.

For the example,

C₃ = π × 0.125 × 60/6 = 3.927 eV Å³,
E = −3.927/3³ = −0.1454 eV,

or −14.03 kJ/mol. Direct numerical integration over the half-space gives the same energy.

This is the dispersion part of the interaction, not a complete adsorption energy. The latter also contains short-range repulsion, electrostatics, any chemical bonding and the relaxation of both partners. Taken alone, −C₃/z³ has no minimum and diverges as z → 0, so it cannot determine the adsorption height.

**(c) A cluster contains all of the solid within a distance R ≥ z of the adsorbate. What attraction does it miss?**

Here it is convenient to add spherical shells centred on the adsorbate. Let θ be the angle from the inward normal. A point on a shell of radius r lies inside the solid if r cos θ > z, or cos θ > z/r. The area of that part of the shell is

2πr² ∫_{z/r}^1 d(cos θ) = 2πr²(1 − z/r).

The omitted material has r > R, and its energy is

E_miss = −nC₆ ∫_R^∞ 2πr²(1 − z/r) r⁻⁶ dr
= −2πnC₆ ∫_R^∞ (r⁻⁴ − z r⁻⁵) dr
= −2πnC₆ [1/(3R³) − z/(4R⁴)].

Setting R = z makes the cluster vanish, so the missing energy must be the entire attraction. The bracket becomes (1/3 − 1/4)/z³ = 1/(12z³), and the energy is −πnC₆/(6z³). This confirms part (b) by a different order of integration.

Now divide by E(z) and write x = z/R:

E_miss/E = 12z³[1/(3R³) − z/(4R⁴)] = 4x³ − 3x⁴.

The same formula gives the loss when a pairwise dispersion sum is cut off sharply at r = R.

For R = 12 Å, x = 0.25 and

4x³ − 3x⁴ = 0.0625 − 0.0117 = 0.0508.

The continuum cluster misses 5.08 % of the half-space attraction, an energy of −0.00739 eV.

**(d) What does a laterally infinite slab of thickness D miss, and how does its loss differ from that of the cluster?**

The slab occupies depths from z to z + D, so

E_slab = −(πnC₆/2) ∫_z^{z+D} s⁻⁴ ds
= −C₃ [1/z³ − 1/(z + D)³].

The omitted material is itself a half-space whose edge is at distance z + D. Relative to the full half-space, the missing fraction is

[z/(z + D)]³.

For D ≫ z it falls as (z/D)³. In the opposite limit, D ≪ z, the expansion (z + D)⁻³ ≈ z⁻³ − 3D/z⁴ gives

E_slab ≈ −3C₃D/z⁴ = −π(nD)C₆/(2z⁴).

This is the plane law of part (a) with σ = nD. A thin film seen from far away therefore attracts as z⁻⁴, whereas a thick solid attracts as z⁻³.

Four layers of the example have D = 8 Å. The missing fraction is (3/11)³ = 0.0203, or 2.03 %, and the missing energy is −0.00295 eV.

The cluster of part (c) reaches deeper than this slab, to R − z = 9 Å below the edge, yet it misses more. Its loss can be divided at that depth. Everything deeper forms a half-space at distance R, which accounts for the fraction x³. The remainder is lateral:

4x³ − 3x⁴ = x³ + 3x³(1 − x).

With x = 0.25 these terms are 1.56 % and 3.52 %. For this cluster the missing sides matter more than the missing bottom.

**(e) Replace the continuum by atomic planes at s_k = h + kd, with k = 0, 1, 2, …. Where should the continuum edge be, and how accurate is the continuum law?**

For the moment each plane remains laterally uniform, with σ = nd. Part (a) gives

E_lay = −(πnC₆/2) S, S = d Σ_k s_k⁻⁴.

The sum can be evaluated as a Hurwitz zeta function, Σ_k (h + kd)⁻⁴ = d⁻⁴ ζ(4, h/d). To compare it with an integral, assign to each plane the interval of width d centred on it. These intervals join without gaps and begin at z = h − d/2.

Let f(s) = s⁻⁴. A Taylor expansion about the centre of an interval gives

∫_{s_k−d/2}^{s_k+d/2} f(s) ds = d f(s_k) + (d³/24) f″(s_k) + …,

because the odd terms integrate to zero and ∫ t² dt from −d/2 to d/2 is d³/12. Solve for d f(s_k) and add the planes. To leading order, d Σ_k f″(s_k) may be replaced by ∫_z^∞ f″ ds = −f′(z), so

S = ∫_z^∞ f ds + (d²/24) f′(z) + …
= 1/(3z³) − d²/(6z⁵) + ….

The last line uses f′(z) = −4/z⁵. Thus

E_lay = −(C₃/z³)[1 − d²/(2z²) + …], z ≫ d.

The half-spacing placement is now justified. If the edge were instead at distance h − δ from the adsorbate, the continuum law would expand as

(h − δ)⁻³ = h⁻³(1 + 3δ/h + …).

The layer sum has the term of relative order 1/h that belongs to δ = d/2. Any other δ leaves an error of that order, whereas δ = d/2 leaves one of second order.

Bounds that do not require z ≫ d follow from the shape of f. Since f decreases, d f(s_k) is greater than the integral of f from s_k to s_k + d. Since f is convex, it lies above its tangent at the centre of each interval, so d f(s_k) is less than the integral over the centred interval. Summation gives, for h > d/2,

C₃/h³ < |E_lay| < C₃/(h − d/2)³.

In the example the layer sum is −0.1212 eV, or −11.70 kJ/mol. It lies between the limiting magnitudes 0.0614 eV and 0.1454 eV. The upper limit is the continuum law with the proper edge; it exceeds the layer attraction by 20 % of the latter. The lower limit is obtained by measuring z from the top nuclei, and it recovers only 51 % of the layer attraction. At this distance the reference plane is therefore a much larger source of error than the finite slab or cluster.

The leading correction must be used with care so close to the surface. The ratio of the layer sum to the continuum law compares with 1 − d²/(2z²) as follows:

z = 3 Å: 0.834 against 0.778
z = 6 Å: 0.949 against 0.944
z = 10 Å: 0.981 against 0.980

At 3 Å the leading term overcorrects, and the zeta function is the better choice. By 10 Å the two agree to about 0.001.

**(f) How much does the attraction of the top plane vary with lateral position?**

Let the plane be a square lattice with sites **R** and cell area A = d², and let the adsorbate be above the lateral position **x**. The sum over atoms,

Σ_R F(**x** − **R**), F(**ρ**) = (ρ² + h²)⁻³,

is periodic in **x** and has a Fourier series over the reciprocal vectors **G**. To find a coefficient, one integrates over a single cell; the sum over **R** then extends that integral to the whole plane. Hence

Σ_R F(**x** − **R**) = (1/A) Σ_G F_G exp(i**G**·**x**),
F_G = ∫ F(**ρ**) exp(−i**G**·**ρ**) d²ρ.

Use u⁻³ = ½ ∫₀^∞ t² exp(−tu) dt with u = ρ² + h². The integral over the plane becomes Gaussian and equals (π/t) exp[−G²/(4t)], which leaves

F_G = (π/2) ∫₀^∞ t exp[−th² − G²/(4t)] dt.

For G = 0 this is π/(2h⁴), the uniform plane of part (a). The average over lateral positions is therefore exactly the smeared plane.

For G > 0 substitute t = (G/2h)eᵛ. Then t dt = (G/2h)² e²ᵛ dv, and the exponent becomes −(Gh/2)(eᵛ + e⁻ᵛ) = −Gh cosh v. The remaining integral is

∫_{−∞}^{∞} e²ᵛ exp(−Gh cosh v) dv = 2K₂(Gh),

because the odd part of e²ᵛ cancels and K₂(y) = ∫₀^∞ cosh(2v) exp(−y cosh v) dv defines the modified Bessel function. Thus

F_G = π(G/2h)² K₂(Gh),
g = F_G/F₀ = ½(Gh)² K₂(Gh).

For large y, K₂(y) ≈ √(π/2y) e⁻ʸ, so the corrugation decays exponentially with height, apart from a power. The layer correction of part (e) decays only as a power.

The four shortest reciprocal vectors have G = 2π/d. Their phases add to +4 above an atom and to −4 above the centre of a square. The next four vectors contribute equally at both positions and cancel in the difference. To leading order,

E_top − E_hollow ≈ 8g E_plane(h).

In the example, σ = nd gives E_plane(h) = −0.0920 eV, about 76 % of the full layer sum. With Gh = 12.57 and g = 1.124 × 10⁻⁴,

E_top − E_hollow ≈ 8 × (1.124 × 10⁻⁴) × (−0.0920 eV) ≈ −8.3 × 10⁻⁵ eV.

An explicit sum over the atoms of a large plane confirms this value. The on-top position is the more attractive, but by far less than the 0.024 eV separating the continuum and layer energies. This is not an estimate of a diffusion barrier, since repulsion and bonding also vary across the surface.

**(g) Can the continuum formulas correct a finite atomistic calculation?**

They can supply the distant part, where the continuum is accurate, while the nearby atoms are summed explicitly. For the four-layer slab, the omitted solid begins at z + D = 11 Å from the adsorbate. Adding its continuum energy to the four-layer sum gives

−0.11833 − 0.00295 = −0.12128 eV,

compared with −0.12123 eV for all layers.

For the 12 Å cluster, the atom-by-atom energy averaged over lateral positions is −0.11378 eV. The tail from part (c) gives

−0.11378 − 0.00739 = −0.12117 eV.

Both corrected values are within 0.0001 eV of the full sum, although the continuum law applied to the entire solid is wrong by 0.024 eV. For the cluster this accuracy belongs to the lateral average. At a single site, the atoms near the sharp spherical rim are not evenly spread, and the corrected 12 Å energy can differ from the full sum at that site by about 0.0002 eV. Directly above an atom, 13 atoms of the solid lie exactly at r = 12 Å, so the error there depends on whether they are counted.

The missing percentages are larger in the atomistic model: 2.39 % for the slab and about 6.1 % for the cluster, instead of 2.03 % and 5.08 %. The missing energies themselves hardly change. The percentages rise mainly because the total attraction, by which they are divided, is smaller when the solid consists of discrete layers.

Such a tail should be added only if the calculation has not already included it. A periodic slab calculation with a pairwise dispersion correction may need the tail for missing depth, but not one for missing sides, provided that its pair sum is converged laterally. If the cell is also periodic along the normal, the images of the slab attract the adsorbate as well, and their contribution must be removed before the depth tail is added. For the four-layer example with 15 Å between the top nuclei and the bottom nuclei of the next image, the images add about −0.0035 eV, more than the missing depth energy; with 20 Å they add about −0.001 eV. If the sum is cut off at a radius R that lies within the slab, the loss relative to the half-space is that of part (c), sides and depth included, and no separate depth tail is added.

**(h) When does the z⁻³ law with this coefficient fail?**

At short range, electron clouds overlap, the undamped pair law loses its validity and the discrete layers matter. At long range, retardation changes the pair law. If it becomes proportional to r⁻⁷, the shell integral of part (c) contains r⁻⁵ − z r⁻⁶ and gives an energy proportional to z⁻⁴.

The coefficient πnC₆/6 also rests on additivity. In a metal or another strongly polarizable solid, the atoms respond to one another as well as to the adsorbate, so C₃ cannot in general be obtained by inserting a free-atom C₆. An effective C₆ may absorb part of this response, but the sum over pairs does not determine its value. Finally, a rough, stepped or partly covered surface is not a flat half-space, and its missing or additional material must be included explicitly when it lies close to the adsorbate.

The numerical output below lists the energies and ratios for the example.

Computed results

```
C6 = 60.0 eV A^6
layer spacing and lattice constant d = 2.0 A
number density n = 0.125 A^-3
distance to top nuclei h = 4.0 A
distance to continuum edge z = 3.0 A
C3 = 3.9270 eV A^3
continuum energy, formula = -0.14544 eV
continuum energy, quadrature = -0.14544 eV
continuum energy, converted = -14.03 kJ/mol
energy if z is taken from nuclei = -0.06136 eV
layer sum (Hurwitz zeta) = -0.12123 eV
layer sum, converted = -11.70 kJ/mol
explicit atoms plus far tail = -0.12123 eV
layer sum / continuum = 0.8335
nuclei-referenced / layer sum = 0.5061
slab: 4 layers, thickness D = 8.0 A
slab energy, continuum = -0.14249 eV
slab missing energy, continuum = -0.00295 eV
slab missing part, continuum = 2.03 %
slab energy, layer sum = -0.11833 eV
slab missing energy, layers = -0.00290 eV
slab missing part, layers = 2.39 %
cluster radius Rc = 12.0 A
cluster missing energy, continuum = -0.00739 eV
cluster missing part, continuum = 5.08 %
cluster energy, atoms = -0.11378 eV
cluster missing energy, atoms = -0.00745 eV
cluster missing part, atoms = 6.15 %
top plane alone, smeared = -0.09204 eV
G h for the first star = 12.566
relative harmonic amplitude = 1.124e-04
on-top minus hollow, top plane = -0.0827 meV
midpoint coefficient at z = 40 A: 0.4989
z (A), layer sum/continuum, 1 - d^2/(2 z^2):
   3.0  0.83352  0.77778
   6.0  0.94913  0.94444
  10.0  0.98066  0.98000
  20.0  0.99504  0.99500
```
